# Resistivity times mean free path for free electrons

## Problem

The conduction electrons of a metal are modelled as a free-electron gas with Fermi wavevector $k_F=1.36\ \text{Å}^{-1}$. A long conductor of this metal, much thicker than the electron mean free path and cooled so that its temperature stays constant, carries a current density $J=1.0\times10^{10}\ \text{A/m}^2$.

(a) Calculate the product $\rho\lambda$ of the resistivity $\rho$ and the electron mean free path $\lambda$.

(b) Take $\lambda=40\ \text{nm}$ as a model value. What is the resistivity?

Throughout, $e$ is the positive elementary charge, so an electron has charge $-e$, and $m$ is the electron mass. The band is parabolic, with energy $E=\hbar^2k^2/(2m)$, and each wavevector holds two electrons of opposite spin.

## A tempting solution

The electron density $n$ follows from $k_F$, and the current density is $J=neu$, where $u$ is the magnitude of the drift velocity. Hence

$$
u=\frac{J}{ne}=0.735\ \text{m/s}
$$

for $n=8.50\times10^{28}\ \text{m}^{-3}$. The Drude resistivity is $\rho=m/(ne^2\tau)$, with $\tau$ the relaxation time. The electrons carry the current at speed $u$, so between collisions they travel $\lambda=u\tau$. Multiplying,

$$
\rho\lambda=\frac{m}{ne^2\tau}\,u\tau=\frac{mu}{ne^2}=3.1\times10^{-22}\ \Omega\,\text{m}^2 .
$$

The relaxation time has cancelled, and the unit is right.

## Where it fails

The density, the drift speed and the Drude resistivity are all correct. The fault is the step $\lambda=u\tau$.

One symptom is visible without any numbers. Since $u=J/(ne)$, the answer is proportional to the current density. In a weak field the resistivity does not depend on the current, so the mean free path would have to grow with $J$ and vanish when the current is switched off. Yet electrons in a metal without current still move and still collide.

The drift velocity is the average of the velocity vectors of all the electrons. Without a field, for every electron with velocity $\mathbf v$ there is another with $-\mathbf v$, and the average is zero although the individual speeds are large. The field upsets this balance slightly. The length $u\tau$ is therefore the net displacement of the whole gas in a time $\tau$, whereas the mean free path is the distance that an individual electron covers between collisions. What is needed is the speed of the electrons that are scattered.

## Right solution

**Density.** In a box of volume $V$ with periodic boundary conditions, each allowed wavevector occupies a volume $(2\pi)^3/V$ in wavevector space. At zero temperature the occupied states fill a sphere of radius $k_F$. With two spins per wavevector,

$$
n=\frac{2}{V}\,\frac{4\pi k_F^3/3}{(2\pi)^3/V}
=\frac{8\pi k_F^3}{24\pi^3}
=\frac{k_F^3}{3\pi^2}.
$$

**Resistivity.** A field $\mathcal E$ along $x$ exerts the force $-e\mathcal E$ on each electron. Collisions are assumed to remove the average momentum $p$ at the rate $p/\tau$, so that

$$
\frac{dp}{dt}=-e\mathcal E-\frac{p}{\tau}.
$$

In the steady state the left side is zero, and $p=-e\mathcal E\tau$. The average velocity is $p/m=-e\mathcal E\tau/m$, opposite to the field. The current density is charge times density times average velocity:

$$
J=(-e)\,n\left(-\frac{e\mathcal E\tau}{m}\right)=\frac{ne^2\tau}{m}\,\mathcal E .
$$

The two minus signs cancel, so the current runs along the field. From $\mathcal E=\rho J$,

$$
\rho=\frac{m}{ne^2\tau}.
$$

**The relevant speed.** In the steady state every electron's momentum is shifted on average by $-e\mathcal E\tau$, which displaces the Fermi sphere by $e\mathcal E\tau/\hbar$ against the field. Deep inside the sphere, states that were full remain full. The occupation changes in a thin layer at the surface: states are filled on one side and emptied on the other. Collisions must undo this change, so they act on electrons at the surface, whose speed is

$$
v_F=\frac{\hbar k_F}{m}=1.57\times10^{6}\ \text{m/s}.
$$

The mean free path is therefore $\lambda=v_F\tau$. Because $\tau$ is defined by the loss of momentum, this is the transport mean free path. If single collisions deflect an electron by small angles, it is longer than the distance between successive collisions.

**Product.** Now

$$
\rho\lambda=\frac{m}{ne^2\tau}\,v_F\tau=\frac{mv_F}{ne^2}=\frac{\hbar k_F}{ne^2},
$$

where the last step uses $mv_F=\hbar k_F$. Inserting the density gives

$$
\rho\lambda=\frac{\hbar k_F}{e^2}\,\frac{3\pi^2}{k_F^3}
=\frac{3\pi^2\hbar}{e^2k_F^2}.
$$

**Numbers for (a).** The combination $\hbar/e^2=4108.2\ \Omega$ is a resistance, and $1/k_F^2$ is an area, so the unit is $\Omega\,\text{m}^2$. Converted to SI units, the wavevector and its square are $k_F=1.36\times10^{10}\ \text{m}^{-1}$ and $k_F^2=1.8496\times10^{20}\ \text{m}^{-2}$. With $3\pi^2=29.609$,

$$
\rho\lambda=\frac{29.609\times4108.2\ \Omega}{1.8496\times10^{20}\ \text{m}^{-2}}
=6.58\times10^{-16}\ \Omega\,\text{m}^2 .
$$

Since $1\ \Omega\,\text{m}=10^8\ \mu\Omega\,\text{cm}$ and $1\ \text{m}=10^9\ \text{nm}$, this equals $65.8\ \mu\Omega\,\text{cm}\,\text{nm}$.

The product varies as $k_F^{-2}$: raising $k_F$ by 1% lowers it by 1.97%. A wavevector quoted as 1.36 may be off by 0.005, or 0.4%, which moves the product by about 0.7%. The third digit is thus uncertain, and $6.6\times10^{-16}\ \Omega\,\text{m}^2$ is a fair statement of the result.

**Numbers for (b).** With $\lambda=40\ \text{nm}$,

$$
\rho=\frac{6.58\times10^{-16}\ \Omega\,\text{m}^2}{4.0\times10^{-8}\ \text{m}}
=1.64\times10^{-8}\ \Omega\,\text{m}=1.64\ \mu\Omega\,\text{cm}.
$$

The relaxation time is $\tau=\lambda/v_F=2.54\times10^{-14}\ \text{s}$.

## The size of the error

The wrong and right products differ by the ratio of the two speeds,

$$
\frac{u}{v_F}=\frac{0.735}{1.574\times10^{6}}=4.67\times10^{-7},
$$

and $4.67\times10^{-7}\times6.58\times10^{-16}\ \Omega\,\text{m}^2$ reproduces the wrong value $3.1\times10^{-22}\ \Omega\,\text{m}^2$. In one relaxation time the gas as a whole advances by $u\tau=1.9\times10^{-14}\ \text{m}$, while an electron at the Fermi surface covers $4.0\times10^{-8}\ \text{m}$.

The same ratio measures how far the Fermi sphere is displaced, because the displacement is $mu/\hbar$ and the radius is $mv_F/\hbar$. At this current density the sphere moves by less than a millionth of its radius, which justifies treating the field as weak and using $v_F$ for the speed of the scattered electrons.

## The same result from the Fermi surface

The argument about the surface layer can be made quantitative with the Boltzmann equation. Let $f$ be the occupation of a state in the field and $f_0$ its equilibrium value. The field changes wavevectors at the rate $dk_x/dt=-e\mathcal E/\hbar$, and collisions return $f$ to $f_0$ at the rate $1/\tau$. In the steady state

$$
-\frac{e\mathcal E}{\hbar}\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
$$

To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\partial E/\partial k_x=\hbar v_x$,

$$
f-f_0=\frac{e\mathcal E\tau}{\hbar}\frac{\partial f_0}{\partial k_x}
=e\mathcal E\tau v_x\frac{\partial f_0}{\partial E}.
$$

The equilibrium part carries no current. Summing $-ev_x(f-f_0)$ over all wavevectors and both spins, per unit volume, and dividing by $\mathcal E$ gives the conductivity

$$
\sigma=2e^2\int\frac{d^3k}{(2\pi)^3}\,v_x^2\,\tau\left(-\frac{\partial f_0}{\partial E}\right).
$$

The last factor is large near the Fermi energy and negligible elsewhere. For an isotropic gas the average of $v_x^2$ over directions is $v^2/3$, and $d^3k$ becomes $4\pi k^2\,dk=4\pi k^2\,dE/(\hbar v)$. With $v\tau=\lambda$,

$$
\sigma=\frac{2e^2}{8\pi^3}\,\frac{4\pi}{3\hbar}\int k^2\,\lambda\left(-\frac{\partial f_0}{\partial E}\right)dE
=\frac{e^2}{3\pi^2\hbar}\int k^2\,\lambda\left(-\frac{\partial f_0}{\partial E}\right)dE .
$$

At zero temperature $-\partial f_0/\partial E$ is a delta function at the Fermi energy. The integral is then $k_F^2\lambda$, and $\rho=1/\sigma$ returns the formula found above. In terms of the area $S=4\pi k_F^2$ of the Fermi sphere,

$$
\frac{1}{\rho\lambda}=\frac{e^2k_F^2}{3\pi^2\hbar}=\frac{e^2S}{12\pi^3\hbar}.
$$

For a given mean free path, the conductivity is proportional to the area of the Fermi sphere. At fixed mass, one factor $k_F$ comes from the number of states per unit energy at the surface, $mk_F/(\pi^2\hbar^2)$ per volume, and the other from the speed $\hbar k_F/m$ of the electrons in them.

The mass has dropped out. At fixed $k_F$ and $\lambda$, heavier electrons are slower and have a longer $\tau=m\lambda/(\hbar k_F)$. This compensates for their weaker acceleration, since the conductivity depends on $\tau/m=\lambda/(\hbar k_F)$.

## Room temperature

Suppose that $\lambda$ does not vary with energy across the thermally smeared layer. Since $k^2=2mE/\hbar^2$, the integral for $\sigma$ then needs the average of $E$ with the weight $-\partial f_0/\partial E$. This weight is symmetric about the chemical potential $\mu$, so the average is $\mu$, apart from a negligible tail at the bottom of the band. The conductivity is therefore proportional to $\mu$.

At fixed density $\mu$ shifts slightly. Integrating the density by parts shows that $n$ is proportional to the average of $E^{3/2}$ with the same weight. Expanding about $\mu$, with $\langle(E-\mu)^2\rangle=\pi^2(k_BT)^2/3$, gives

$$
E_F^{3/2}=\mu^{3/2}\left[1+\frac38\,\frac{\pi^2}{3}\left(\frac{k_BT}{\mu}\right)^2\right]
\quad\Rightarrow\quad
\mu\approx E_F\left[1-\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2\right]
$$

to leading order. Here $E_F=7.05\ \text{eV}$, and $k_BT$ is roughly $1/40\ \text{eV}$ at 300 K, so $\rho\lambda$ rises by about one part in $10^5$ relative to its zero-temperature value. The sign and size of this small shift depend on the assumption about $\lambda$: if instead $\tau$ is constant, $\sigma=ne^2\tau/m$ holds at any temperature and the product $\rho\,v_F\tau$ does not shift at all. The estimate also holds the density fixed. In a real metal thermal expansion lowers $k_F$, and each 0.1% of linear expansion raises $\rho\lambda$ by 0.2%, far more than the smearing does. The resistivity of a metal can change far more with temperature than either effect; within the model, such a change enters through $\lambda$.

## What the product does and does not determine

The Fermi wavevector fixes $\rho\lambda$, not $\rho$. If added defects reduce $\lambda$ from 40 nm to 10 nm while $k_F$ stays the same, the resistivity rises fourfold, to $6.58\times10^{-8}\ \Omega\,\text{m}$, and the product is unchanged.

The derivation assumed a spherical Fermi surface and a relaxation time that is the same in all directions. In a real metal both can fail. In general the conductivity must then be found from an integral over the actual Fermi surface, in which the shape of the surface and the local mean free path both enter, and it can depend on the direction of the current. The conductor was also taken to be much thicker than $\lambda$. In an interconnect whose width is comparable with 40 nm, rough surfaces also deflect electrons in random directions, and the resistivity of the wire then exceeds the bulk value calculated in (b). Mirror-like reflection from smooth walls parallel to the current would conserve the momentum along the wire and add no resistance in this model. Real wires are usually polycrystalline, and grain boundaries across the current path scatter electrons however smooth the walls are; this effect is not included here.
